# Mean and variance of an implant profile with a channelled subpopulation: test program

```python
# RESULT UNDER TEST
# A depth profile made of a random group and a channelled group,
#   f = (1-w) f_r + w f_c,
# has mean      m   = (1-w) m_r + w m_c
# and variance  s^2 = (1-w) s_r^2 + w s_c^2 + w (1-w) (m_c-m_r)^2.
# w: channelled fraction of the stopped ions; m_r, m_c: group means (nm);
# s_r, s_c: group standard deviations (nm). Depth is positive into the solid.
# Direct moments come from quadrature, dose slices or simulated ions.
import numpy as np
from scipy import constants
from scipy.integrate import simpson, quad
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import norm, gamma, gumbel_l, truncnorm


def combine(w, mean_r, var_r, mean_c, var_c):
    """Derived formula: overall mean, within part, separation part."""
    mean = (1 - w) * mean_r + w * mean_c
    within = (1 - w) * var_r + w * var_c
    between = w * (1 - w) * (mean_c - mean_r) ** 2
    return mean, within, between


def moments(x, density):
    """Area, mean and variance directly from a sampled density."""
    area = simpson(density, x=x)
    mean = simpson(x * density, x=x) / area
    var = simpson((x - mean) ** 2 * density, x=x) / area
    return area, mean, var


# Rough values in the regime of 10 keV boron in crystalline silicon
m_r, s_r, m_c, s_c, w = 40.0, 18.0, 100.0, 40.0, 0.20
dose, background = 1e14, 1e17          # cm^-2, cm^-3
D = m_c - m_r
x = np.linspace(-400.0, 1000.0, 14001)
f_r = norm.pdf(x, m_r, s_r)
f_c = norm.pdf(x, m_c, s_c)
mean, within, between = combine(w, m_r, s_r**2, m_c, s_c**2)
var = within + between
sd = np.sqrt(var)

# Mixture formula for Gaussian and for skewed groups, several fractions
gum_scale = s_r * np.sqrt(6) / np.pi
skew_r = gumbel_l.pdf(x, m_r + np.euler_gamma * gum_scale, gum_scale)
gam_shape, gam_scale = (m_c / s_c) ** 2, s_c**2 / m_c
skew_c = gamma.pdf(x, gam_shape, scale=gam_scale)
for a, b in ((f_r, f_c), (skew_r, skew_c)):
    for trial in (0.05, w, 0.5, 0.9):
        area, direct_mean, direct_var = moments(x, (1-trial)*a + trial*b)
        p_mean, p_in, p_sep = combine(trial, m_r, s_r**2, m_c, s_c**2)
        assert abs(area - 1) < 1e-6
        assert abs(direct_mean - p_mean) < 1e-4
        assert abs(direct_var / (p_in + p_sep) - 1) < 1e-5
_, q_mean, q_var = moments(x, (1-w)*f_r + w*f_c)

# Fraction of greatest variance, found by searching the direct variance
w_star = 0.5 + (s_c**2 - s_r**2) / (2 * D**2)
search = minimize_scalar(
    lambda u: -moments(x, (1-u)*f_r + u*f_c)[2],
    bounds=(0, 1), method="bounded")
assert abs(search.x - w_star) < 1e-3
sd_max = np.sqrt(-search.fun)
assert sd_max > max(s_r, s_c)
# With a small separation the maximum must move to an end of the interval
near_c = norm.pdf(x, m_r + 10.0, s_c)
near_vars = [moments(x, (1-u)*f_r + u*near_c)[2]
             for u in np.linspace(0, 1, 21)]
assert abs(s_c**2 - s_r**2) > 10.0**2
assert np.argmax(near_vars) == 20

# Dechannelling: the same ions labelled at entry or at the end of the path.
# A channelled path uses up the range budget more slowly than a random one.
p_entry, escape = 0.30, 50.0           # entry fraction, escape length in nm
rng = np.random.default_rng(12345)
count = 1_000_000
enters = rng.random(count) < p_entry
path = np.where(enters, np.minimum(rng.exponential(escape, count), m_c), 0)
depth = path + m_r * (1 - path / m_c) + rng.normal(0, s_r, count)
ratio = m_c / escape
slope = 1 - m_r / m_c
path_1 = escape * (1 - np.exp(-ratio))
path_2 = 2 * escape**2 * (1 - np.exp(-ratio) * (1 + ratio))
entry = combine(p_entry, m_r, s_r**2, m_r + slope * path_1,
                s_r**2 + slope**2 * (path_2 - path_1**2))
w_end = p_entry * np.exp(-ratio)


def escaped_integral(power):
    return quad(lambda s: (m_r + slope*s)**power
                * np.exp(-s/escape) / escape, 0, m_c)[0]


rest_1 = ((1-p_entry)*m_r + p_entry*escaped_integral(1)) / (1-w_end)
rest_2 = ((1-p_entry)*m_r**2 + p_entry*escaped_integral(2)) / (1-w_end)
final = combine(w_end, rest_1, s_r**2 + rest_2 - rest_1**2, m_c, s_r**2)
for labelled in (entry, final):
    assert abs(depth.mean() - labelled[0]) < 0.15   # about six std errors
    assert abs(depth.var() / sum(labelled[1:]) - 1) < 0.01
assert abs(sum(entry[1:]) / sum(final[1:]) - 1) < 1e-9
assert abs(entry[2] / final[2] - 1) > 0.05

# Damage: w(phi) = w_start exp(-phi/damage_dose); its average is w at dose
damage_dose = 2e14                   # cm^-2, assumed scale
t = dose / damage_dose
w_start = w * t / (1 - np.exp(-t))
slices = 400
phi = (np.arange(slices) + 0.5) * dose / slices
w_slice = w_start * np.exp(-phi / damage_dose)
built, slice_var = np.zeros_like(x), 0.0
for u in w_slice:
    layer = (1-u)*f_r + u*f_c
    built += layer / slices
    slice_var += moments(x, layer)[2] / slices
_, built_mean, built_var = moments(x, built)
w_variance = w_start**2 * (1 - np.exp(-2*t)) / (2*t) - w**2
missed = w_variance * D**2
assert abs(built_mean - mean) < 1e-3
assert abs(built_var - var) < 0.01
assert abs((built_var - slice_var) / missed - 1) < 1e-3
w_double = w_start * (1 - np.exp(-2*t)) / (2*t)
double = combine(w_double, m_r, s_r**2, m_c, s_c**2)
sd_double = np.sqrt(double[1] + double[2])

# Surface: remove the parts of the Gaussians outside the solid
keep_r, keep_c = norm.sf(0, m_r, s_r), norm.sf(0, m_c, s_c)
retained = (1-w)*keep_r + w*keep_c
w_cut = w * keep_c / retained
cut_r = truncnorm.stats(-m_r/s_r, np.inf, loc=m_r, scale=s_r)
cut_c = truncnorm.stats(-m_c/s_c, np.inf, loc=m_c, scale=s_c)
cut = combine(w_cut, *cut_r, *cut_c)
half = np.linspace(0, 800, 1601)
clipped = (1-w)*norm.pdf(half, m_r, s_r) + w*norm.pdf(half, m_c, s_c)
cut_area, cut_mean, cut_var = moments(half, clipped)
assert abs(cut_area - retained) < 1e-5
assert abs(cut_mean - cut[0]) < 1e-3
assert abs(cut_var / (cut[1] + cut[2]) - 1) < 1e-5


# Junction depths; a density in nm^-1 times dose times 1e7 is in cm^-3
def junction(density, start):
    return brentq(lambda z: dose*1e7*density(z) - background, start, 600)


def two_group(z):
    return (1-w)*norm.pdf(z, m_r, s_r) + w*norm.pdf(z, m_c, s_c)


def skewed_tail(z):
    return ((1-w)*norm.pdf(z, m_r, s_r)
            + w*gamma.pdf(z, gam_shape, scale=gam_scale))


xj_mix = junction(two_group, m_c)
xj_random = junction(lambda z: (1-w)*norm.pdf(z, m_r, s_r), m_r)
xj_match = junction(lambda z: norm.pdf(z, mean, sd), mean)
xj_skew = junction(skewed_tail, m_c)
_, tail_mean, tail_var = moments(x, skewed_tail(x))
assert abs(tail_mean - mean) < 1e-3 and abs(tail_var - var) < 0.01
assert xj_mix - xj_match > 10 and abs(xj_skew - xj_mix) > 5
peak = dose * 1e7 * two_group(half).max()

# Annealing: rough intrinsic boron diffusivity, and a transient estimate
temperature, seconds = 1273.0, 10.0
kT = constants.k * temperature / constants.e
diffusivity = 0.76 * np.exp(-3.46 / kT)        # cm^2/s
added = 2 * diffusivity * seconds * 1e14      # nm^2
transient = 20.0**2                          # nm^2, assumed
n_i = 1e19                                   # cm^-3, rough at 1273 K
holes = peak/2 + np.sqrt(peak**2/4 + n_i**2)
enhancement = holes / n_i

wide = np.linspace(-300, 700, 2001)
step = wide[1] - wide[0]
for extra in (added, transient):
    kernel = norm.pdf(wide[:, None] - wide[None, :], 0, np.sqrt(extra))
    spread_r = kernel @ norm.pdf(wide, m_r, s_r) * step
    spread_c = kernel @ norm.pdf(wide, m_c, s_c) * step
    _, mean_a, var_a = moments(wide, spread_r)
    _, mean_b, var_b = moments(wide, spread_c)
    _, _, var_all = moments(wide, (1-w)*spread_r + w*spread_c)
    assert abs(mean_b - mean_a - D) < 1e-3
    assert abs(var_a - s_r**2 - extra) < 0.01
    assert abs(var_b - s_c**2 - extra) < 0.01
    assert abs(var_all - var - extra) < 0.01

weights = np.full(half.size, half[1] - half[0])
weights[[0, -1]] /= 2


def sealed_anneal(extra):
    """Constant diffusivity with no flux through the surface."""
    width = np.sqrt(extra)
    kernel = (norm.pdf(half[:, None] - half[None, :], 0, width)
              + norm.pdf(half[:, None] + half[None, :], 0, width))
    result = kernel @ (weights * clipped)
    area, new_mean, new_var = moments(half, result)
    assert abs(area / cut_area - 1) < 1e-4
    conc = dose * 1e7 * result
    last = np.flatnonzero(conc > background)[-1]
    logs = np.log(conc[last:last+2] / background)
    xj = half[last] + (half[1]-half[0]) * logs[0] / (logs[0]-logs[1])
    return new_mean, new_var, xj


thermal_result = sealed_anneal(added)
transient_result = sealed_anneal(transient)
assert transient_result[0] > cut_mean
assert transient_result[1] - cut_var < transient

print(f"random mean, sd: {m_r:.1f}, {s_r:.1f} nm")
print(f"channelled mean, sd: {m_c:.1f}, {s_c:.1f} nm")
print(f"channelled fraction: {w:.2f}; separation: {D:.1f} nm")
print(f"dose: {dose:.1e} cm^-2; background: {background:.1e} cm^-3")
print(f"overall mean, formula: {mean:.2f} nm")
print(f"overall mean, quadrature: {q_mean:.2f} nm")
print(f"random within term: {(1-w)*s_r**2:.1f} nm^2")
print(f"channelled within term: {w*s_c**2:.1f} nm^2")
print(f"separation term: {between:.1f} nm^2")
print(f"overall variance, formula: {var:.1f} nm^2")
print(f"overall variance, quadrature: {q_var:.1f} nm^2")
print(f"separation share of variance: {100*between/var:.1f} %")
print(f"overall sd: {sd:.2f} nm")
print(f"sd without separation term: {np.sqrt(within):.2f} nm")
print(f"fraction of greatest variance: {w_star:.3f}")
print(f"greatest sd: {sd_max:.2f} nm")
print(f"junction, two groups: {xj_mix:.1f} nm")
print(f"junction, random group alone: {xj_random:.1f} nm")
print(f"junction, matched Gaussian: {xj_match:.1f} nm")
print(f"junction, skewed channelled tail: {xj_skew:.1f} nm")
print(f"peak concentration: {peak:.2e} cm^-3")
print(f"path model entry fraction: {p_entry:.2f}")
print(f"path model escape length: {escape:.1f} nm")
print(f"path model final channelled fraction: {w_end:.4f}")
print(f"path model mean, formula: {entry[0]:.2f} nm")
print(f"path model mean, simulated: {depth.mean():.2f} nm")
print(f"path model variance, formula: {sum(entry[1:]):.1f} nm^2")
print(f"path model variance, simulated: {depth.var():.1f} nm^2")
print(f"separation term, entry labels: {entry[2]:.1f} nm^2")
print(f"separation term, final labels: {final[2]:.1f} nm^2")
print(f"assumed damage dose: {damage_dose:.1e} cm^-2")
print(f"channelled fraction at start: {w_start:.4f}")
print(f"channelled fraction at end: {w_start*np.exp(-t):.4f}")
print(f"variance missed by slice average: {missed:.2f} nm^2")
print(f"average fraction at doubled dose: {w_double:.4f}")
print(f"mean, sd at doubled dose: {double[0]:.2f}, {sd_double:.2f} nm")
print(f"Gaussian part outside solid: {100*(1-retained):.2f} %")
print(f"truncated mean, sd: {cut_mean:.2f}, {np.sqrt(cut_var):.2f} nm")
print(f"anneal: {temperature:.0f} K for {seconds:.0f} s")
print(f"rough intrinsic diffusivity: {diffusivity:.2e} cm^2/s")
print(f"intrinsic added variance, no surface: {added:.1f} nm^2")
print(f"rough intrinsic carrier density: {n_i:.1e} cm^-3")
print(f"hole enhancement factor at peak: {enhancement:.2f}")
print(f"assumed transient length: {np.sqrt(transient):.1f} nm")
print(f"transient added variance, no surface: {transient:.1f} nm^2")
for name, res in (("intrinsic", thermal_result),
                  ("transient", transient_result)):
    print(f"sealed {name} mean: {res[0]:.2f} nm")
    print(f"sealed {name} sd: {np.sqrt(res[1]):.2f} nm")
    print(f"sealed {name} added variance: {res[1]-cut_var:.1f} nm^2")
    print(f"sealed {name} junction: {res[2]:.1f} nm")
print("finished without a failed check")
```

Printed output:

```
random mean, sd: 40.0, 18.0 nm
channelled mean, sd: 100.0, 40.0 nm
channelled fraction: 0.20; separation: 60.0 nm
dose: 1.0e+14 cm^-2; background: 1.0e+17 cm^-3
overall mean, formula: 52.00 nm
overall mean, quadrature: 52.00 nm
random within term: 259.2 nm^2
channelled within term: 320.0 nm^2
separation term: 576.0 nm^2
overall variance, formula: 1155.2 nm^2
overall variance, quadrature: 1155.2 nm^2
separation share of variance: 49.9 %
overall sd: 33.99 nm
sd without separation term: 24.07 nm
fraction of greatest variance: 0.677
greatest sd: 44.44 nm
junction, two groups: 197.9 nm
junction, random group alone: 97.9 nm
junction, matched Gaussian: 156.9 nm
junction, skewed channelled tail: 210.0 nm
peak concentration: 1.84e+19 cm^-3
path model entry fraction: 0.30
path model escape length: 50.0 nm
path model final channelled fraction: 0.0406
path model mean, formula: 47.78 nm
path model mean, simulated: 47.77 nm
path model variance, formula: 584.2 nm^2
path model variance, simulated: 585.7 nm^2
separation term, entry labels: 141.3 nm^2
separation term, final labels: 115.4 nm^2
assumed damage dose: 2.0e+14 cm^-2
channelled fraction at start: 0.2541
channelled fraction at end: 0.1541
variance missed by slice average: 2.99 nm^2
average fraction at doubled dose: 0.1607
mean, sd at doubled dose: 49.64, 31.85 nm
Gaussian part outside solid: 1.17 %
truncated mean, sd: 52.70, 33.56 nm
anneal: 1273 K for 10 s
rough intrinsic diffusivity: 1.52e-14 cm^2/s
intrinsic added variance, no surface: 30.5 nm^2
rough intrinsic carrier density: 1.0e+19 cm^-3
hole enhancement factor at peak: 2.28
assumed transient length: 20.0 nm
transient added variance, no surface: 400.0 nm^2
sealed intrinsic mean: 52.74 nm
sealed intrinsic sd: 33.96 nm
sealed intrinsic added variance: 26.7 nm^2
sealed intrinsic junction: 198.6 nm
sealed transient mean: 53.80 nm
sealed transient sd: 37.54 nm
sealed transient added variance: 282.6 nm^2
sealed transient junction: 207.4 nm
finished without a failed check
```
